# Fast determinant and inverse updates for adding, removing and shifting vertices

An interacting impurity exchanges electrons with a bath, and its interaction can be expanded in imaginary time. A Monte Carlo sampler then walks through sets of interaction events, called vertices, whose weights are determinants. Each move changes one vertex out of $k$. Recomputing a determinant or an inverse costs of order $k^3$ operations, although most of the matrix is unchanged. The question is how to use the unchanged part.

## The matrix and its weight

Take an impurity level $d$ with $n_\sigma=d_\sigma^\dagger d_\sigma$ and

$$H=H_0+U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right),\qquad U>0,$$

where $H_0$ is quadratic and spin symmetric. For a real number $\delta$,

$$\tfrac12\sum_{s=\pm1}(a-s\delta)(b+s\delta)=ab-\delta^2,$$

because the terms linear in $s$ cancel. With $a=n_\uparrow-\frac12$ and $b=n_\downarrow-\frac12$, the interaction is therefore a sum of products $(n_\uparrow-\alpha_\uparrow)(n_\downarrow-\alpha_\downarrow)$ times $U/2$, plus the constant $U\delta^2$, which is dropped. Here $\alpha_\uparrow=\frac12+s\delta$ and $\alpha_\downarrow=\frac12-s\delta$. Each vertex carries a time $\tau_i\in[0,\beta)$ and a sign $s_i$. Expanding the partition function gives, relative to its noninteracting value,

$$\sum_k\frac{(-U/2)^k}{k!}\sum_{\{s_i\}}\int d\tau_1\cdots d\tau_k\,\det A_\uparrow\det A_\downarrow .$$

With $G_0(\tau)=-\langle T\,d(\tau)d^\dagger(0)\rangle_0$, the matrix for one spin is

$$A_{ij}=\langle T\,d^\dagger(\tau_i)d(\tau_j)\rangle_0=G_0(\tau_j-\tau_i)\ (i\ne j),\qquad A_{ii}=\langle n\rangle_0-\alpha_i .$$

Exchanging the two fermion operators supplies the minus sign that turns the average into $G_0$. Wick's theorem makes $\langle T\prod_i n(\tau_i)\rangle_0$ a determinant. For two vertices it reads $\langle n\rangle_0^2-A_{12}A_{21}$. Expanding $\prod_i(n_i-\alpha_i)$ replaces some factors $n_i$ by $-\alpha_i$ and leaves a principal minor for the rest. Expanding the determinant in its diagonal shifts gives the same sum, so the $\alpha_i$ belong on the diagonal.

Exchanging two vertices permutes rows and columns together. The determinant does not change, and the inverse is permuted in the same way. A new vertex can thus be stored last, whatever its time.

Below, $A$ is one spin's matrix, $M=A^{-1}$, and $A$ is assumed invertible.

## Adding a vertex

Let $u$ be the new column, $v^T$ the new row and $w$ the new diagonal element:

$$A'=\begin{pmatrix}A&u\\v^T&w\end{pmatrix}.$$

Subtracting $v^TM$ times the upper block row from the last row leaves the determinant unchanged:

$$\begin{pmatrix}1&0\\-v^TM&1\end{pmatrix}A'=\begin{pmatrix}A&u\\0&S\end{pmatrix},\qquad S=w-v^TMu .$$

Hence $\det A'/\det A=S$.

For the inverse, solve $A'(a,b)^T=(f,g)^T$, where $b$ and $g$ are numbers:

$$Aa+ub=f,\qquad v^Ta+wb=g .$$

The first equation gives $a=Mf-xb$ with $x=Mu$. Inserting this in the second, with $y^T=v^TM$, gives $Sb=g-y^Tf$. Thus

$$b=\frac{g-y^Tf}{S},\qquad a=Mf+\frac{x\,(y^Tf)}{S}-\frac{x\,g}{S}.$$

The coefficients of $f$ and $g$ are the blocks of the new inverse:

$$M'=\begin{pmatrix}M+xy^T/S&-x/S\\-y^T/S&1/S\end{pmatrix}
=\begin{pmatrix}M&0\\0&0\end{pmatrix}+\frac1S\begin{pmatrix}x\\-1\end{pmatrix}\begin{pmatrix}y^T&-1\end{pmatrix}.$$

The old inverse, padded with zeros, changes by a matrix of rank one. For the first vertex $M$ is empty, so $S=w$ and $M'=1/w$.

## Removing a vertex

Put vertex $p$ last and read the previous result backwards. The corner of the present inverse is $M_{pp}=1/S$, its last column is $-x/S$ and its last row is $-y^T/S$. The term $xy^T/S$ to be subtracted is the product of that column and row divided by $M_{pp}$. For $i,j\neq p$,

$$\frac{\det A^{(p)}}{\det A}=M_{pp},\qquad M^{(p)}_{ij}=M_{ij}-\frac{M_{ip}M_{pj}}{M_{pp}},$$

where $A^{(p)}$ lacks row and column $p$ and $M^{(p)}$ is its inverse. The ratio is already stored. It is also the cofactor formula for an element of an inverse, so it remains true when $M_{pp}=0$. In that case $A^{(p)}$ is singular and has no inverse.

## Shifting a vertex

A new time changes both row $p$ and column $p$ of $A$. This is generally a rank-two change, equivalent to a removal followed by an addition. Let $u$ and $v$ now hold the new column and row, with $u_p=v_p=0$, and let $w$ be the new diagonal element. The combined ratio is

$$R=M_{pp}\left(w-v^TM^{(p)}u\right).$$

Inserting $M^{(p)}$ and multiplying out gives

$$R=M_{pp}\left(w-v^TMu\right)+(v^TM)_p\,(Mu)_p .$$

The division by $M_{pp}$ has disappeared. Both sides are continuous in $A$ wherever $A$ is invertible, and a small change of $A$ can make a vanishing cofactor nonzero, so the formula also holds at $M_{pp}=0$. The proposal can be judged before any inverse is altered. If it is accepted and $M_{pp}\ne0$, apply the removal and addition updates in turn.

If $M_{pp}=0$ but $R\neq0$, a two-by-two update avoids the singular intermediate matrix. Let $a$ be the full change of column $p$, including the diagonal, and $b$ the change of row $p$ with $b_p=0$. Then

$$A_{\rm new}=A+ae_p^T+e_pb^T=A+LW^T,\quad L=(a,e_p),\quad W=(e_p,b).$$

To invert it, solve $(A+LW^T)z=f$. With $q=W^Tz$ one has $z=Mf-MLq$. Multiplying by $W^T$ gives $Kq=W^TMf$, where

$$K=1+W^TML=\begin{pmatrix}1+(Ma)_p&M_{pp}\\b^TMa&1+(b^TM)_p\end{pmatrix}.$$

Therefore

$$M_{\rm new}=M-MLK^{-1}W^TM,\qquad R=\det K .$$

The determinant follows by eliminating either diagonal block of $\begin{pmatrix}A&-L\\W^T&1\end{pmatrix}$: one order gives $\det A\det K$, the other $\det(A+LW^T)$.

A change of one row alone is a true rank-one change of $A$. This occurs when a single operator is moved in the hybridization expansion, where rows and columns belong to different operators. Set $a=0$ and let $b$ be the whole row change. Since the old row times column $p$ of $M$ equals one, the ratio for a new row $r^T$ is $R=r^TMe_p$, which costs $O(k)$. The inverse becomes $M-Me_p\,b^TM/R$.

## Acceptance at half filling

Particle-hole symmetry gives $\langle n\rangle_0=\frac12$ and $G_0(\beta-\tau)=G_0(\tau)$. Together with antiperiodicity this yields $G_0(-\tau)=-G_0(\tau)$ for $0<\tau<\beta$. The off-diagonal part of $A$ is then antisymmetric, while the diagonals are $-s_i\delta$ for spin up and $+s_i\delta$ for spin down. Hence $A_\downarrow=-A_\uparrow^T$ and $\det A_\downarrow=(-1)^k\det A_\uparrow$. This sign cancels that of $(-U/2)^k$, leaving the nonnegative weight $(U/2)^k(\det A_\uparrow)^2/k!$. One matrix suffices.

For unordered vertex sets the $k!$ orderings cancel $1/k!$. An addition chooses a time and sign with density $1/(2\beta)$; its reverse chooses one of $k+1$ vertices. If additions and removals are attempted equally often, detailed balance gives the acceptance probabilities

$$P_{\rm add}=\min\left[1,\frac{\beta U S^2}{k+1}\right],\qquad
P_{\rm remove}=\min\left[1,\frac{kM_{pp}^2}{\beta U}\right].$$

A shift to a uniformly drawn time and sign has a symmetric proposal, so $P_{\rm shift}=\min[1,R^2]$.

```
choose add, remove or shift
add:    draw time and sign; build u, v, w
        x = M u;  S = w - v.x
        if accepted: y = v M; enlarge M with x, y, S
remove: if k = 0, keep the configuration
        draw p; read M[p,p]
        if accepted: subtract column*row/M[p,p];
                     delete row and column p
shift:  if k = 0, keep the configuration
        draw p, time and sign; build u, v, w
        set u[p] = v[p] = 0; compute R
        if accepted: remove p, then add the new vertex
                     (two-by-two update if |M[p,p]| is tiny)
measure, also after a rejection
```

Away from half filling, keep one inverse per spin and replace each squared ratio by the product of the two spin ratios. The factor $-U$ must then be retained, and a negative weight requires sampling its modulus and carrying its sign. For the impurity with one bath level used below and $\delta>\frac12$ this does not arise: the sign argument given under stability does not use half filling, and it makes $\det A_\uparrow\det A_\downarrow$ carry the sign $(-1)^k$. For $\delta<\frac12$ negative weights can occur.

## A configuration worked through

Let $H_0$ couple the impurity to one bath level, both at zero energy, with hybridization $V$. Energies are in units of $V$ and times in $1/V$. The eigenlevels $\pm V$ each have weight $\frac12$ on the impurity, so for $0<\tau<\beta$

$$G_0(\tau)=-\frac12\sum_{\pm}\frac{e^{\mp V\tau}}{1+e^{\mp\beta V}}
=-\frac{\cosh[V(\tau-\beta/2)]}{2\cosh(\beta V/2)} .$$

Take $U=4$, $\beta=5$, $\delta=0.6$, times $(0.5,2.0,3.5)$ and signs $(+,-,+)$. Then

$$A=\begin{pmatrix}-0.60000&-0.12582&-0.09194\\0.12582&0.60000&-0.12582\\0.09194&0.12582&-0.60000\end{pmatrix},$$

$$M=\begin{pmatrix}-1.70317&-0.43081&0.35133\\0.31633&1.82334&-0.43081\\-0.19466&0.31633&-1.70317\end{pmatrix}.$$

Add a vertex at $4.2$ with $s=-1$. Its data are $v=(0.14763,0.08523,0.25337)$, $u=-v$ and $w=0.6$. The products are $x=(0.19915,-0.09295,0.43331)$ and $y=(-0.27380,0.17195,-0.41638)$, so

$$S=0.6-(0.02940-0.00792+0.10979)=0.46873 .$$

The determinant goes from $0.20208$ to $0.20208\times0.46873=0.09472$. Two elements show the inverse update: $M'_{44}=1/S=2.1334$, and

$$M'_{11}=-1.70317+\frac{0.19915\times(-0.27380)}{0.46873}=-1.8195 .$$

The acceptance factor is $20\times0.46873^2/4=1.10$, so this addition is accepted.

Removing the second vertex from the original three has ratio $M_{22}=1.82334$. The determinant becomes $0.3685$, and the first element of the reduced inverse is

$$-1.70317-\frac{(-0.43081)(0.31633)}{1.82334}=-1.6284 .$$

The acceptance probability is $3\times1.82334^2/20=0.499$.

Now shift the second vertex to the new time, keeping $s=-1$. Setting $u_2=v_2=0$ gives $v^TMu=0.14060$, $(v^TM)_2=0.01654$ and $(Mu)_2=0.06246$. Thus

$$R=1.82334(0.6-0.14060)+0.01654\times0.06246=0.8387 .$$

The determinant becomes $0.1695$, and $R^2=0.703$ is the acceptance probability.

## Cost

An addition needs two matrix-vector products, about $2k^2$ operations each, and a rank-one correction costing another $2k^2$. The total is about $6k^2$, but a rejected proposal needs only the first product. Removal costs $O(1)$ to judge and about $2k^2$ to carry out. A shift needs the product $Mu$ and only one element of $v^TM$, a dot product costing $O(k)$, so it can be judged with about $2k^2$ operations; when accepted, it costs about $10k^2$ in all if the products are recomputed after the removal. The shift routine counted below forms the whole vector $v^TM$ when judging, which raises these figures to about $4k^2$ and $12k^2$.

Full inversion takes about $2k^3$ operations. A determinant alone is cheaper: elimination updates blocks of decreasing size $j$, and $\sum_j2j^2\approx2k^3/3$.

Counting the arithmetic executed by the routines gives:

| $k$ | add | remove | shift | invert size $k+1$ |
|---:|---:|---:|---:|---:|
| 16 | 1569 | 465 | 2873 | 9265 |
| 32 | 6209 | 1953 | 11881 | 69729 |
| 64 | 24705 | 8001 | 48329 | 540865 |

From $k=32$ to $64$ the update counts grow by factors of 3.98 to 4.10, and inversion by 7.76. At $k=64$ an accepted addition uses about 22 times fewer operations than inversion, and about 7 times fewer than a fresh determinant of size 65, for which the estimate above gives $2\cdot65^3/3\approx1.8\times10^5$. These are operation counts, not running times, which also depend on memory traffic.

## Stability and failure modes

Suppose the stored matrix is the inverse of $A+F$, with $F$ an old error. An addition borders $A+F$ with correct new entries; a removal deletes one of its rows and columns. In exact arithmetic, $F$ therefore survives only between vertices that have not been replaced. Once every vertex has been replaced by a removal and an addition, the old error is gone, provided the intermediate matrices stay invertible. The two-by-two update lacks this property: it adds the change $LW^T$ to $A+F$, giving the inverse of $A_{\rm new}+F$, so $F$ is kept.

In a test with $k=12$ and a planted error, the largest element of $|MA-1|$ was $2.4\times10^{-3}$ at the start, $1.4\times10^{-3}$ after six vertices had been replaced and $4.0\times10^{-15}$ after all twelve. New rounding still enters, and division by a small $S$ or $M_{pp}$ can amplify it. Checking $MA$ periodically, and recomputing $M$ when needed, is a sensible safeguard.

For the present impurity, $\delta>\frac12$ keeps $S$ away from zero. In the occupation basis of one spin, a change of sign of the bath orbital makes all elements of $e^{-\tau H_0}$ nonnegative. Both values of $n-\alpha_i$, for $n=0,1$, have sign $-s_i$. All contributions to the trace that equals $\det A$, up to normalization, thus share one sign. The ratio $S$ is an average of $n-\alpha$ over nonnegative probabilities, so

$$\delta-\tfrac12\le|S|\le\delta+\tfrac12 .$$

The bounds are $0.1$ and $1.1$ here; the sampled extremes were $0.1001$ and $1.1000$.

At $\delta=0$ the half-filled matrix is antisymmetric, and $\det A=\det A^T=(-1)^k\det A$ vanishes for odd $k$. From an even order, every single addition has $S=0$ and every removal has $M_{pp}=0$. A sampler limited to single additions cannot leave $k=0$. Shifts can still be regular: for four vertices, moving one from $1.4$ to $2.0$ gave $R=0.890$, while the computed removal ratios were below $10^{-16}$. This is where the two-by-two update is needed.

## Check of the complete sampler

Multiplying the interaction by $\lambda$ multiplies an order-$k$ weight by $\lambda^k$. Differentiating $\ln Z$ with respect to $\ln\lambda$ at $\lambda=1$ gives $\langle k\rangle=-\beta\langle H_{\rm int}\rangle$, where $H_{\rm int}$ includes the shift $-U\delta^2$. At half filling, $\langle(n_\uparrow-\frac12)(n_\downarrow-\frac12)\rangle=D-\frac14$ with $D=\langle n_\uparrow n_\downarrow\rangle$. Hence

$$\langle k\rangle=\beta U\left(\delta^2+\tfrac14-D\right).$$

Exact diagonalization gives $D=0.1334$, so $\langle k\rangle=20(0.61-0.1334)=9.53$. A run of 120,000 steps with all three moves gave $9.47\pm0.09$, or $D=0.136\pm0.004$, where the uncertainties are one standard error. The inverse was never recomputed for use in the run. At checks every 1000 steps, the largest element of $|MA-1|$ was $5.4\times10^{-15}$. The numerical check also compares the three determinant ratios with direct Fock-space traces away from half filling.

## Numbers as computed

```
V=1 (energy unit), U=4 V, beta=5 /V, delta=0.6
vertex times (1/V): 0.50000 2.00000 3.50000
vertex signs s: 1.00000 -1.00000 1.00000
new vertex time (1/V), sign: 4.20000 -1.00000
A row 1: -0.60000 -0.12582 -0.09194
A row 2: 0.12582 0.60000 -0.12582
A row 3: 0.09194 0.12582 -0.60000
M row 1: -1.70317 -0.43081 0.35133
M row 2: 0.31633 1.82334 -0.43081
M row 3: -0.19466 0.31633 -1.70317
new column u: -0.14763 -0.08523 -0.25337
new row v: 0.14763 0.08523 0.25337
new corner w: 0.60000
M u: 0.19915 -0.09295 0.43331
v M: -0.27380 0.17195 -0.41638
add: ratio S: 0.46873
det A with 3, with 4 vertices: 0.20208 0.09472
enlarged inverse row 1: -1.81950 -0.35776 0.17442 -0.42486
enlarged inverse row 2: 0.37062 1.78924 -0.34824 0.19830
enlarged inverse row 3: -0.44776 0.47528 -2.08808 -0.92442
enlarged inverse row 4: 0.58413 -0.36684 0.88831 2.13340
remove vertex 2: ratio M_22: 1.82334
det A without vertex 2: 0.36845
reduced inverse row 1: -1.62843 0.24953
reduced inverse row 2: -0.24953 -1.62843
shift vertex 2 to new vertex: ratio R: 0.83868
det A after shift: 0.16948
delta=0, k=4: largest |M_pp| 8.1e-17
delta=0, k=4: insertion ratio 2.9e-17
delta=0, k=4: shift ratio (1.4 to 2.0 /V) 0.89032
operations: k, add, remove, shift, full inversion of size k+1
  16 1569 465 2873 9265
  32 6209 1953 11881 69729
  64 24705 8001 48329 540865
growth from k=32 to 64: 3.98 4.10 4.07 7.76
planted error, max|MA-1|, k=12: start 2.4e-03
  after 6 shifts 1.4e-03, after 12 4.0e-15
Monte Carlo steps 120000, discarded 5000
accepted fraction add, remove, shift: 0.611 0.611 0.532
smallest, largest |S| proposed: 0.1001 1.1000
largest max|MA-1| in run: 5.4e-15
largest error of accumulated log|det A|: 8.8e-14
mean order, Monte Carlo: 9.472 +- 0.088
mean order, exact: 9.532
double occupancy, Monte Carlo: 0.1364 +- 0.0044
double occupancy, exact: 0.1334
```
